\section*{G0W0 quasiparticle energies from an equation-of-motion problem on direct ring CCD, part 2}

The aim is to obtain the $G_0W_0$ self-energy $\Sigma$, with $G(\omega)=[\omega-\epsilon-\Sigma(\omega)]^{-1}$, from an equation-of-motion problem for electrons coupled to bosons. Rydberg units are used ($\hbar=1$, $e^2=2$, lengths in bohr). The determinant $|\Phi\rangle$ has real canonical Hartree--Fock orbitals with energies $\epsilon_p$ and a gap: $n_o$ occupied ($i,j$), $n_v$ virtual ($a,b$), any ($p,q,r,s,m$). Each of the $n_b$ pairs $\nu=(ia)$, $\mu=(jb)$ has energy $\Delta_\nu=\epsilon_a-\epsilon_i$ and a boson $b_\nu$ (vacuum $|0\rangle$) commuting with the electron operators $a_p$. With $B_{\nu\mu}=(ia|jb)$, $A=\Delta+B$ and row vectors $V_{pq,\nu}=(pq|ia)$,
\begin{equation}
H_B=b^\dagger Ab+\tfrac12\,b^\dagger Bb^\dagger+\tfrac12\,bBb .
\label{eq:HB}
\end{equation}
The RPA frequencies $\Omega_n$ and amplitudes $X,Y$ give
\begin{equation}
\Sigma_{pq}(\omega)=\sum_{in}\frac{w_{pi,n}w_{qi,n}}{\omega-\epsilon_i+\Omega_n}+\sum_{an}\frac{w_{pa,n}w_{qa,n}}{\omega-\epsilon_a-\Omega_n},\qquad w_{pq}=V_{pq}(X+Y).
\label{eq:target}
\end{equation}
For one pair,
\begin{equation}
\Sigma_{pq}=\frac{\Delta}{\Omega}\left[\sum_i\frac{V_{pi}V_{qi}}{\omega-\epsilon_i+\Omega}+\sum_a\frac{V_{pa}V_{qa}}{\omega-\epsilon_a-\Omega}\right].
\label{eq:sig1}
\end{equation}

The direct ring CCD amplitudes $t=YX^{-1}$ solve $\mathcal R=B+At+tA+tBt=0$; the bra amplitudes $\lambda$ obey
\begin{equation}
\lambda K+K^T\lambda+B=0 .
\label{eq:lam}
\end{equation}
\begin{equation}
\lambda=t(1-t^2)^{-1},\qquad \lambda t=t^2(1-t^2)^{-1}=XX^T-1=YY^T .
\label{eq:lamt}
\end{equation}
With $T=\frac12b^\dagger tb^\dagger$ and $\Lambda=\frac12b\lambda b$, the map $O\to e^\Lambda e^{-T}Oe^Te^{-\Lambda}$ sends $H_B\to E_c+b^\dagger Kb$ and $b+b^\dagger\to ub^\dagger+vb$, where $E_c=\frac12\mathrm{Tr}(Bt)$, $K=A+tB=X^{-T}\Omega X^T$, $u=1+t$, $v=(1-t)^{-1}$ and
\begin{equation}
uX=vX^{-T}=X+Y .
\label{eq:key}
\end{equation}
The operators $\beta=X^Tb-Y^Tb^\dagger$ annihilate the ground state of $H_B$.

For numerical checks, $D_\nu=2\Delta_\nu/(\omega^2-\Delta_\nu^2)$, $\Pi^{-1}=D^{-1}-B$, $W^c_{pm,mq}=V_{pm}\Pi V_{mq}^T$ and $x_m=\omega-\epsilon_m$. With $D$ taken at $\omega=i\xi$,
\begin{equation}
\frac1{2\pi}\int_0^\infty\! d\xi\,\left[\ln\det(1-DB)+\mathrm{Tr}\,DB\right]=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}\Delta-\mathrm{Tr}B\Big)=E_c .
\label{eq:acfd}
\end{equation}
\begin{align}
\Sigma_{pq}(\omega)={}&-\frac1\pi\sum_m\int_0^\infty\! d\xi\,\frac{x_m}{x_m^2+\xi^2}W^c_{pm,mq}(i\xi)\nonumber\\
&-\sum_{\epsilon_i>\omega}W^c_{pi,iq}(\epsilon_i-\omega)+\sum_{\epsilon_a<\omega}W^c_{pa,aq}(\omega-\epsilon_a).
\label{eq:cd}
\end{align}
For closed shells, singlet bosons over spatial pairs have $B=2(ia|jb)$ and $V_{pq,\nu}=\sqrt2(pq|ia)$, with spatial integrals.

\subsection{The coupled Hamiltonian and the operator space}

Let $E_{rs}=a^\dagger_ra_s-\langle\Phi|a^\dagger_ra_s|\Phi\rangle$, so that $\langle E_{rs}\rangle=0$. The electron--boson Hamiltonian and its transform are
\begin{align}
H&=\sum_p\epsilon_pE_{pp}+H_B+\sum_{rs\kappa}V_{rs,\kappa}E_{rs}\,(b_\kappa+b^\dagger_\kappa),\\
\tilde H&=\sum_p\epsilon_pE_{pp}+E_c+b^\dagger Kb+\sum_{rs\kappa}V_{rs,\kappa}E_{rs}\,\varphi_\kappa,
\qquad \varphi=ub^\dagger+vb .
\end{align}
Expectation values $\langle\cdots\rangle$ are taken in $|\Phi_0\rangle=|\Phi\rangle|0\rangle$. This state is not an eigenvector of $\tilde H$:
\begin{equation}
(\tilde H-E_c)|\Phi_0\rangle=\sum_{ia\mu}(V_{ai}u)_\mu\,a^\dagger_aa_i\,b^\dagger_\mu|\Phi_0\rangle .
\label{eq:resid}
\end{equation}
Direct ring CCD is the ground state of $H_B$, not of $H$. The pair excitations appear in $H$ twice, as fermion pairs and as bosons, so $H$ is a device for generating the self-energy and not a Hamiltonian of the molecule.

An operator $R$ that lowers the electron number by one and obeys $[R,H]=\omega R$ carries both kinds of charged excitation. Acting to the right on an eigenstate $|\Psi\rangle$ of energy $E_N$, it gives $HR|\Psi\rangle=(E_N-\omega)R|\Psi\rangle$, so $\omega=E_N-E_{N-1}=-\mathrm{IP}$. Acting to the left, it gives $\langle\Psi|RH=(E_N+\omega)\langle\Psi|R$, so $\omega=E_{N+1}-E_N=-\mathrm{EA}$. Expanding $R=\sum_JR_Jr_J$ and projecting with the anticommutator, which sees both actions, leads to
\begin{equation}
Mr=\omega Sr,\qquad M_{IJ}=\langle\{R_I^\dagger,[R_J,\tilde H]\}\rangle,\qquad S_{IJ}=\langle\{R_I^\dagger,R_J\}\rangle .
\label{eq:eom}
\end{equation}
Because of \eqref{eq:resid}, equation \eqref{eq:eom} is here the definition of the approximation. The operator space is
\begin{equation}
R\in\{\,a_p,\ \ a_ib^\dagger_\nu,\ \ a_ab_\nu\,\}.
\end{equation}
The operator $a_ib^\dagger_\nu$ makes a hole and a boson in the ket (two holes, one particle). The operator $a_ab_\nu$ annihilates the ket but makes a particle and a boson in the bra (two particles, one hole). These two sets are called hole and particle satellites.

\subsection{One level and one boson}

Keep one occupied level $i$, one boson and the operators $a_i$ and $a_ib^\dagger$, with $V=V_{ii}$. On the states $a_i|\Phi_0\rangle$ and $a_ib^\dagger|\Phi_0\rangle$ one has $E_{ii}=-1$, so $\tilde H-E_c=-\epsilon_i+\Omega b^\dagger b-V(ub^\dagger+vb)$. The virtual orbital that defines the boson is left out of the coupling term in this model, so \eqref{eq:resid} vanishes and $M$ is minus the matrix of $\tilde H-E_c$:
\begin{equation}
M=\begin{pmatrix}\epsilon_i&Vv\\ Vu&\epsilon_i-\Omega\end{pmatrix},\qquad
\omega-\epsilon_i=\frac{V^2uv}{\omega-\epsilon_i+\Omega}.
\end{equation}
The hole emits a boson with amplitude $Vu$ and reabsorbs it with amplitude $Vv$. With $uv=\Delta/\Omega$ the secular equation is the quasiparticle equation for the hole term of \eqref{eq:sig1}. Truncation to one boson is what leaves the bare $\epsilon_i$ in the satellite, the $G_0$ of $G_0W_0$.

\subsection{The general matrix}

Every element factorizes into fermion and boson expectation values: for fermion operators $f,F$ and boson operators $c,g$, $\langle\{cf,Fg\}\rangle=\langle fF\rangle\langle cg\rangle+\langle Ff\rangle\langle gc\rangle$. The needed values are $\langle a^\dagger_ia_s\rangle=\delta_{is}$, $\langle a_sa^\dagger_i\rangle=0$, $\langle a^\dagger_aa_s\rangle=0$, $\langle a_sa_a^\dagger\rangle=\delta_{as}$, $\langle b_\mu\varphi_\kappa\rangle=u_{\kappa\mu}$ and $\langle\varphi_\kappa b^\dagger_\mu\rangle=v_{\kappa\mu}$.

\emph{Metric.} $S_{pq}=\delta_{pq}$. Electron--satellite elements contain one boson operator and vanish. For two hole satellites $\langle a^\dagger_ja_i\rangle\langle b_\mu b^\dagger_\nu\rangle=\delta_{ij}\delta_{\mu\nu}$, and for two particle satellites the second ordering gives $\langle a_aa^\dagger_b\rangle\langle b_\nu b_\mu^\dagger\rangle=\delta_{ab}\delta_{\mu\nu}$. Mixed elements contain $\langle a^\dagger_aa_i\rangle$ and $\langle a_ia^\dagger_a\rangle$ or their adjoints, all zero. So $S=1$.

\emph{Columns $a_q$.} From $[a_q,E_{rs}]=\delta_{qr}a_s$,
\begin{equation}
[a_q,\tilde H]=\epsilon_qa_q+\sum_{s\kappa}V_{qs,\kappa}\,a_s\varphi_\kappa .
\end{equation}
Projection on $a^\dagger_p$ gives $\epsilon_q\delta_{pq}$, as $\langle\varphi\rangle=0$. Projection on $b_\mu a^\dagger_i$ keeps the first ordering and gives $\sum_\kappa V_{qi,\kappa}u_{\kappa\mu}$. Projection on $b^\dagger_\mu a^\dagger_a$ keeps the second ordering and gives $\sum_\kappa V_{qa,\kappa}v_{\kappa\mu}$.

\emph{Satellite columns, satellite rows.} The coupling term leads to an odd number of boson operators and drops. From $[b^\dagger_\nu,b^\dagger Kb]=-\sum_\mu b^\dagger_\mu K_{\mu\nu}$ and $[b_\nu,b^\dagger Kb]=\sum_\mu K_{\nu\mu}b_\mu$, the blocks are $\delta_{ij}(\epsilon_i-K)_{\mu\nu}$ and $\delta_{ab}(\epsilon_a+K^T)_{\mu\nu}$, row index $\mu$. These commutators stay within their own set, so with $S=1$ the mixed hole--particle blocks vanish.

\emph{Satellite columns, rows $a_p$.} Now the coupling term alone has an even number of boson operators. For a boson operator $c$, adding and subtracting $E_{rs}a_m\,c\varphi_\kappa$ gives
\begin{equation}
[a_mc,E_{rs}\varphi_\kappa]=\delta_{mr}\,a_s\,c\varphi_\kappa+E_{rs}a_m\,[c,\varphi_\kappa].
\label{eq:split}
\end{equation}
The second term needs
\begin{equation}
\{a^\dagger_p,E_{rs}a_m\}=E_{rs}\{a^\dagger_p,a_m\}+[a^\dagger_p,E_{rs}]a_m=\delta_{pm}E_{rs}-\delta_{ps}a^\dagger_ra_m ,
\label{eq:ferm}
\end{equation}
whose expectation value is $-\delta_{ps}\delta_{rm}$ for occupied $m$ and zero for virtual $m$. The subtraction in $E_{rs}$ matters here: without it the first term of \eqref{eq:ferm} would couple the boson to the static density of the reference through $\sum_jV_{jj,\kappa}$, a term absent from \eqref{eq:target}. For $m=i$, $c=b^\dagger_\nu$, the first term of \eqref{eq:split} has $\langle b^\dagger\varphi\rangle=0$, and the second has $[b^\dagger_\nu,\varphi_\kappa]=-v_{\kappa\nu}$; the two minus signs cancel and the element is $(V_{ip}v)_\nu$. For $m=a$, $c=b_\nu$, the second term vanishes, and the first gives $\{a_p^\dagger,a_s\}\langle b_\nu\varphi_\kappa\rangle=\delta_{ps}u_{\kappa\nu}$, so the element is $(V_{ap}u)_\nu$.

Collecting, with rows and columns in the order $a_p$, hole satellites, particle satellites,
\begin{equation}
M=\begin{pmatrix}
\epsilon & V_{pi}v & V_{pa}u\\
(V_{qi}u)^T & \epsilon_i-K & 0\\
(V_{qa}v)^T & 0 & \epsilon_a+K^T
\end{pmatrix}.
\label{eq:M}
\end{equation}
For one level and one boson the upper left $2\times2$ part is the matrix found above.

\subsection{Downfolding to the self-energy}

Write $M$ in blocks $e$ (electron) and $s$ (satellite). Block elimination in $(\omega-M)\mathcal G=1$ gives $\mathcal G_{se}=(\omega-M_{ss})^{-1}M_{se}\mathcal G_{ee}$ and
\begin{equation}
\mathcal G_{ee}=\left[\omega-\epsilon-M_{es}(\omega-M_{ss})^{-1}M_{se}\right]^{-1}.
\end{equation}
The hole part of the folded term, with $K=X^{-T}\Omega X^T$ and \eqref{eq:key}, is
\begin{align}
V_{pi}\,v\,(\omega-\epsilon_i+K)^{-1}u^TV_{qi}^T
&=V_{pi}\,(vX^{-T})(\omega-\epsilon_i+\Omega)^{-1}(uX)^TV_{qi}^T\nonumber\\
&=w_{pi}(\omega-\epsilon_i+\Omega)^{-1}w_{qi}^T .
\end{align}
The particle part, with $K^T=X\Omega X^{-1}$ and $X^{-1}v^T=(vX^{-T})^T$, is
\begin{equation}
V_{pa}\,(uX)(\omega-\epsilon_a-\Omega)^{-1}(vX^{-T})^TV_{qa}^T=w_{pa}(\omega-\epsilon_a-\Omega)^{-1}w_{qa}^T .
\end{equation}
The sum over $i$ and $a$ is \eqref{eq:target}. Hence $\mathcal G_{ee}=G$: the electron block of the resolvent of $M$ is the $G_0W_0$ Green's function.

The same algebra is a similarity transformation. Let $U$ be block diagonal with $1$ on the electron block, $X^{-T}$ on each hole block and $X$ on each particle block. Then
\begin{equation}
M=UM_UU^{-1},\qquad
M_U=\begin{pmatrix}
\epsilon & w_{pi} & w_{pa}\\
w_{qi}^T & \epsilon_i-\Omega & 0\\
w_{qa}^T & 0 & \epsilon_a+\Omega
\end{pmatrix},
\label{eq:MU}
\end{equation}
as seen block by block: $w_{pi}X^T=V_{pi}v$, $X^{-T}w_{qi}^T=(V_{qi}u)^T$, $w_{pa}X^{-1}=V_{pa}u$, $Xw_{qa}^T=(V_{qa}v)^T$. $M_U$ is real symmetric, so the eigenvalues $\omega_k$ of $M$ are real. If $c_k$ are the orthonormal eigenvectors of $M_U$ with electron part $x_k$, then $r_k=Uc_k$ and $l_k=c_k^TU^{-1}$ are right and left eigenvectors of $M$ with $l_kr_k=1$ and the same electron part, and
\begin{equation}
G_{pq}(\omega)=\sum_k\frac{x_{pk}x_{qk}}{\omega-\omega_k}.
\end{equation}
Every pole of $G$ is an eigenvalue of $M$. An eigenvalue with $x_k=0$, a combination of satellites that couples to no electron operator, is not a pole of $G$.

The weight of a root is $Z_k=\sum_pl_{pk}r_{pk}=x_k^Tx_k$. With $d$ the diagonal satellite block of $M_U$ and $w$ its coupling block, a root away from the entries of $d$ has satellite part $(\omega_k-d)^{-1}w^Tx_k$. Normalization reads $x^T[1+w(\omega-d)^{-2}w^T]x=1$, and $w(\omega-d)^{-2}w^T=-\Sigma'(\omega)$, so for the unit vector $\hat x$ along $x_k$
\begin{equation}
Z_k=\left[1-\hat x^T\Sigma'(\omega_k)\hat x\right]^{-1}\le1 .
\label{eq:Z}
\end{equation}
Keeping a single $a_p$ and all satellites reduces the folded problem to $\omega=\epsilon_p+\Sigma_{pp}(\omega)$, the diagonal $G_0W_0$ equation.

\emph{Weak-coupling limit.} With $u=v=1$ and $K=\Delta$ the folded term is $\sum(pi|jb)(qi|jb)/(\omega-\epsilon_i+\Delta_{jb})$ plus its particle partner, the direct second-order self-energy.

\subsection{Unitary form}

The matrix $M_U$ is itself an equation-of-motion matrix. In terms of $\beta$, $H_B=E_c+\beta^\dagger\Omega\beta$ and $b+b^\dagger=(X+Y)(\beta+\beta^\dagger)$. With the normalized ground state as reference and operators $a_p$, $a_i\beta^\dagger_n$, $a_a\beta_n$, the evaluation above repeats with $V\to w$, $K\to\Omega$, $u=v=1$, and yields \eqref{eq:MU}. The normalized state is a unitary cluster state. For $\sigma=\frac12(b^\dagger\theta b^\dagger-b\theta b)$ with symmetric $\theta$, $[\sigma,b]=-\theta b^\dagger$ and $[\sigma,b^\dagger]=-\theta b$, so $e^\sigma be^{-\sigma}=\cosh\theta\,b-\sinh\theta\,b^\dagger$ annihilates $e^\sigma|0\rangle$. For $\tanh\theta=t$ this is the condition $(b-tb^\dagger)|\psi\rangle=0$ that also defines $e^T|0\rangle$. In this reference the norm of the residual corresponding to \eqref{eq:resid} is $(\sum_{ian}w_{ai,n}^2)^{1/2}$, first order in the interaction.

\subsection{Attachment operators and the count of roots}

Start instead from the attachment set $\{a^\dagger_p,\,a^\dagger_ib,\,a^\dagger_ab^\dagger\}$, the adjoints $R^\dagger_J$, with $M'_{IJ}=\langle\{R_I,[\tilde H,R^\dagger_J]\}\rangle$. Writing out the four products in $M'_{IJ}$ and in $M_{JI}$, the terms with $\tilde H$ in the middle cancel and
\begin{equation}
M'_{IJ}-M_{JI}=\langle[\tilde H,\{R_I,R^\dagger_J\}]\rangle .
\end{equation}
By \eqref{eq:resid} and its bra counterpart, which has $v$ for $u$, this is nonzero only if $\{R_I,R^\dagger_J\}$ connects $|\Phi_0\rangle$ to a state with one fermion pair and one boson. An odd number of boson operators requires one electron and one satellite operator, and then the anticommutator is a Kronecker delta times $b$ or $b^\dagger$, which cannot create or destroy a fermion pair. So $M'=M^T$, although the reference is not an eigenvector, and the removal and attachment formulations have one spectrum.

The roots are sorted by a chemical potential $\mu_0$ with $\epsilon_i<\mu_0<\epsilon_a$. The elimination used above is a congruence that brings $M_U-\mu_0$ to the blocks $\epsilon+\Sigma(\mu_0)-\mu_0$ and $d-\mu_0$. The second has $n_on_b$ negative and $n_vn_b$ positive entries. If the first has $n_o$ negative and $n_v$ positive eigenvalues, which holds when $\Sigma(\mu_0)$ moves no level across $\mu_0$, Sylvester's law of inertia gives $n_o(1+n_b)$ roots below $\mu_0$, read as $-\mathrm{IP}$, and $n_v(1+n_b)$ above, read as $-\mathrm{EA}$.

\subsection{Where the identity fails}

\emph{No bra amplitudes.} With $\bar H=e^{-T}He^T$, the coupling has $v\to1$ and $\frac12bBb$ survives. That term commutes with $a_p$ and $a_ab_\nu$, and $[a_ib^\dagger_\nu,\frac12bBb]=-a_i(Bb)_\nu$. Projection on $a^\dagger_p$ has one boson operator, on $b_\mu a_j^\dagger$ it has $\langle bb\rangle=0$, and on $b^\dagger_\mu a^\dagger_a$ the fermion factors vanish. The matrix is therefore \eqref{eq:M} with $v=1$. The poles of the folded term stay in place, but since $1-v=-tv$ its error relative to \eqref{eq:target} is
\begin{equation}
-\sum_iV_{pi}\,tv\,(\omega-\epsilon_i+K)^{-1}uV_{qi}^T-\sum_aV_{pa}u\,(\omega-\epsilon_a-K^T)^{-1}vt\,V_{qa}^T .
\end{equation}
If all two-electron integrals in $A$, $B$, $V$ are scaled by $g$ at fixed $\epsilon_p$, then $V$ and $t$ are of order $g$ and the error starts at $g^3$. For one pair the whole self-energy is multiplied by $1/v=1+|t|$, which approaches $2$ as the gap closes.

\emph{Uncoupled sectors.} The removal space $\{a_i,a_ib^\dagger\}$ alone drops the particle sum of \eqref{eq:target}, of order $g^2$, from the occupied block; it also drops the coupling to the operators $a_a$, which shifts the occupied roots only at order $g^4$. For $\omega$ below all particle poles that sum is negative semidefinite, so dropping it raises the occupied roots at this order. The attachment space $\{a_a,a_ab\}$ alone drops the positive hole sum and lowers the virtual roots.

\emph{Other references.} A one-body operator $\sum h_{pq}E_{pq}$ enters through $[a_q,h]=\sum_sh_{qs}a_s$ and so appears in full in the electron block, with its occupied--occupied part repeated in the hole satellites and its virtual--virtual part in the particle satellites. $G_0W_0$ on a Kohn--Sham reference needs $\epsilon^{KS}+\Sigma_x-v_{xc}$ in the electron block and $\epsilon^{KS}$ in the satellites. The static correction must then be added to the electron block by hand.

\subsection{Water}

The example is H$_2$O with $R_{\rm OH}=1.81$ bohr and angle $104.5^\circ$, restricted Hartree--Fock in the 6-31G basis, $E_{\rm HF}=-151.9680$ Ry. There are 13 orbitals, 5 occupied and 8 virtual, so $n_b=5\times8=40$ singlet bosons and $M$ has dimension $13+13\times40=533$. Energies are quoted to $10^{-6}$ Ry so that methods can be compared within this basis; the basis is too small for those digits to describe the molecule.

The amplitudes come from Newton iteration on $\mathcal R=0$ from $t=0$, each step solving the linearized equation $K\,\delta t+\delta t\,K^T=-\mathcal R$, and $\lambda$ from the linear equation \eqref{eq:lam}. The energy $\frac12\mathrm{Tr}(Bt)$ is $-0.276888$ Ry, and the integral \eqref{eq:acfd}, by the trapezoid rule in $\ln\xi$, gives the same figure. The lowest frequency is $\Omega_{\min}=1.45560$ Ry, above $\Delta_{\min}=0.407276+1.002712=1.40999$ Ry as required. The eigenvalue of $t$ largest in size is $-0.1942$, and \eqref{eq:lamt} predicts $0.1942/(1-0.1942^2)=0.1942/0.9623=0.2018$ for the norm of $\lambda$, the computed value. The ground state holds $\mathrm{Tr}\,\lambda t=0.0588$ bare bosons, of which that eigenvector supplies $0.1942\times0.2018=0.0392$, two thirds.

Dense diagonalization of $M$ gives 205 roots below the mid-gap energy $\mu_0=-0.29772$ Ry and 328 above, in line with $5\times41$ and $8\times41$. Of these, 32 below and 50 above have zero weight and are not poles of $G$: they are satellites of $A_2$ symmetry, and this basis has no $a_2$ orbital. The root listed for an orbital is the one with the largest weight on it. The column marked ``contour'' solves $\det[\omega-\epsilon-\Sigma(\omega)]=0$ by the secant method with $\Sigma$ from \eqref{eq:cd}, $\Pi$ by matrix inversion and the same quadrature. The HOMO and LUMO roots lie in the Hartree--Fock gap and need no residue term; the HOMO$-1$ root needs one and the HOMO$-2$ root two. All four lie well above the highest hole pole, $-1.002712-1.45560=-2.45831$ Ry. Energies are in Ry.

\begin{center}
\begin{tabular}{lrrrr}
 & $\epsilon_p$ & root of $M$ & contour & $Z$\\
HOMO$-2$ & $-1.419715$ & $-1.376874$ & $-1.376874$ & $0.962$\\
HOMO$-1$ & $-1.121136$ & $-1.027651$ & $-1.027651$ & $0.957$\\
HOMO & $-1.002712$ & $-0.886827$ & $-0.886827$ & $0.958$\\
LUMO & $0.407276$ & $0.393318$ & $0.393318$ & $0.988$
\end{tabular}
\end{center}

The first ionization energy at this level is $0.8868$ Ry $=12.07$ eV. The lowest attachment root is positive, $\mathrm{EA}=-0.3933$ Ry $=-5.35$ eV, so it describes no bound anion and serves here as an eigenvalue of the finite-basis problem. None of these values is converged in the basis: in cc-pVTZ and aug-cc-pVTZ the ionization energy is $12.81$ and $12.90$ eV, and in aug-cc-pVTZ $\mathrm{EA}=-0.68$ eV, $E_c=-0.677$ Ry and $\Omega_{\min}=1.084$ Ry, while the norm of $t$ stays between $0.19$ and $0.20$.

At the HOMO root the diagonal self-energy splits into a hole part $0.169085$ Ry and a particle part $-0.052196$ Ry, total $0.116889$ Ry. Then $\epsilon_p+\Sigma_{pp}=-0.885823$ Ry, which lies $0.001004$ Ry above the root; the difference is due to the off-diagonal elements $\Sigma_{pq}$, the only terms left out of this sum. One Newton step on the diagonal equation from the full root, with the full $Z$ as an estimate of the diagonal slope factor, moves by $0.958\times0.001004=0.000962$ Ry to $-0.885865$ Ry. Diagonalizing the matrix with the single operator $a_{\rm HOMO}$ gives $-0.885866$ Ry. The diagonal values for HOMO$-2$, HOMO$-1$ and LUMO are $-1.376363$, $-1.028294$ and $0.393377$ Ry, so the diagonal approximation shifts these four roots by less than $10^{-3}$ Ry, with either sign.

The two truncations give the following errors relative to the full root, beside the full correction $\omega_k-\epsilon_p$, in Ry.

\begin{center}
\begin{tabular}{lrrr}
 & $\omega_k-\epsilon_p$ & no $\Lambda$ & uncoupled\\
HOMO$-2$ & $+0.0428$ & $+0.0053$ & $+0.0752$\\
HOMO$-1$ & $+0.0935$ & $+0.0170$ & $+0.0612$\\
HOMO & $+0.1159$ & $+0.0209$ & $+0.0513$\\
LUMO & $-0.0140$ & $-0.0009$ & $-0.0230$
\end{tabular}
\end{center}

The uncoupled errors have the signs derived above. For the HOMO the error $+0.0513$ Ry is close to the size of the dropped particle term, $0.0522$ Ry; for HOMO$-2$ and LUMO it exceeds the full correction. This error grows with the basis: in aug-cc-pVTZ it is $+0.145$ Ry for the HOMO, twice the full correction of $+0.073$ Ry. Without $\Lambda$ each correction is enlarged, by $0.0209/0.1159=18\%$ for the HOMO, $18\%$ for HOMO$-1$, $12\%$ for HOMO$-2$ and about $7\%$ for the LUMO. In all four cases the sign is that of the one-pair factor $1+|t|$. The norm $0.194$ of $t$ is not a bound on these ratios, because with many pairs the hole and particle parts, which have opposite sign, can be rescaled differently (at the HOMO root by factors $1.183$ and $1.165$). The four ratios above stay below the norm, but in cc-pVTZ the HOMO ratio is $27\%$ against a norm of $0.195$.

The orders in the interaction follow from scaling the integrals by $g=0.01$ and $0.005$ at fixed orbital energies, taking the Frobenius norm of the self-energy error at $\mu_0$ (the occupied block for the removal-only space), and forming the base-2 logarithm of the ratio. The exponents are $2.99$ without $\Lambda$ and $1.99$ for the removal-only space, against the leading orders $3$ and $2$.
